\section*{Dirac Resolvent and Eigenvalues near the Nonrelativistic Limit}

\section*{Setting}

A Dirac particle of mass $m>0$ is studied as $c\to\infty$, with $\hbar=1$ and the other parameters fixed. Let $D$ be a closed, densely defined operator from the Hilbert space of upper components to that of lower components. Put
\begin{equation}
H(c)=\begin{pmatrix} mc^2+V_+ & cD^*\\ cD & -mc^2+V_-\end{pmatrix}
\quad\text{on } \operatorname{dom}D\oplus\operatorname{dom}D^* .
\end{equation}
The potentials $V_\pm$ are symmetric and, for some constants $a,b$,
\begin{equation}
\|V_+\phi\|\le a\|D\phi\|+b\|\phi\|,\qquad
\|V_-\chi\|\le a\|D^*\chi\|+b\|\chi\| .
\label{bounds}
\end{equation}
An electrostatic potential has $V_+=V_-$. The off-diagonal matrix $Q$ with entries $D^*,D$ is self-adjoint, and the potential has relative bound $a/c$ with respect to $cQ$. By the Kato--Rellich theorem $H(c)$ is therefore self-adjoint for $c>a$.

Coulomb potentials qualify. For $D=\sigma\cdot p$ in three dimensions,
\[
0\le\int\Big|\nabla\phi+\frac{x}{2r^2}\phi\Big|^2
=\|\nabla\phi\|^2-\tfrac12\|\phi/r\|^2+\tfrac14\|\phi/r\|^2 ,
\]
where the cross term was integrated by parts with $\nabla\cdot(x/r^2)=1/r^2$. Hence $\|\phi/r\|\le2\|\nabla\phi\|=2\|D\phi\|$. The potential $x^2$ does not qualify: moving a fixed wave packet outwards leaves $\|D\phi\|$ unchanged while $\|x^2\phi\|$ grows without bound.

\section*{(a) Where does the large parameter sit?}

Factor $H(c)-mc^2-z$ so that the middle factor has a finite limit, and name the operator obtained by formally eliminating the lower component in that limit.

\subsection*{Solution}

Subtracting $mc^2$ leaves $-2mc^2+V_--z$ in the lower corner. With $S=\operatorname{diag}(1,c)$ and $\varepsilon=1/c^2$,
\begin{equation}
H(c)-mc^2-z=S\,L(\varepsilon,z)\,S,\quad
L=\begin{pmatrix}V_+-z&D^*\\ D&-2m+\varepsilon(V_--z)\end{pmatrix}.
\label{factor}
\end{equation}
Indeed, $S$ multiplies the off-diagonal entries by $c$ and the lower corner by $c^2$. If $\psi=(\phi,\chi)$, then $L$ acts on $S\psi=(\phi,c\chi)$, so the lower component is measured on its natural scale $1/c$.

At $\varepsilon=0$ the homogeneous lower equation gives $c\chi=D\phi/2m$. The upper one then contains
\begin{equation}
H_P=\frac{D^*D}{2m}+V_+ .
\end{equation}
For $D=\sigma\cdot\pi$, $\pi=-i\nabla-qA$, with $A$ smooth and bounded, use $\sigma_j\sigma_k=\delta_{jk}+i\epsilon_{jkl}\sigma_l$ and $[\pi_j,\pi_k]=iq\epsilon_{jkn}B_n$:
\begin{equation}
D^*D=\pi^2+\tfrac{i}{2}\epsilon_{jkl}\sigma_l\,(iq\epsilon_{jkn}B_n)
=\pi^2-q\,\sigma\cdot B ,
\end{equation}
since $\epsilon_{jkl}\epsilon_{jkn}=2\delta_{ln}$. Thus $H_P$ is the Pauli operator.

\section*{(b) Is the limiting matrix invertible?}

Define $H_P$ rigorously. For $z$ in its resolvent set, solve $L(0,z)(\phi,\eta)=(f,g)$ and find the inverse.

\subsection*{Solution}

On $\operatorname{dom}D$ let $h[v,\phi]=\langle Dv,D\phi\rangle/2m+\langle v,V_+\phi\rangle$. For every $\delta>0$, \eqref{bounds} gives
\[
|\langle\phi,V_+\phi\rangle|\le\|\phi\|(a\|D\phi\|+b\|\phi\|)
\le\delta\|D\phi\|^2+\Big(\frac{a^2}{4\delta}+b\Big)\|\phi\|^2 .
\]
So $h$ is closed and bounded below, and it defines a self-adjoint $H_P$. Let $G=(H_P-z)^{-1}$. The equations to solve are
\begin{equation}
(V_+-z)\phi+D^*\eta=f,\qquad D\phi-2m\eta=g .
\end{equation}
The second gives $\eta=(D\phi-g)/2m$. Pairing the first with $v\in\operatorname{dom}D$ gives
\begin{equation}
h[v,\phi]-z\langle v,\phi\rangle
=\langle v,f\rangle+\frac{\langle Dv,g\rangle}{2m}\equiv\ell(v).
\label{weak}
\end{equation}
For large $\lambda>0$ the form $h+\lambda$ is an inner product equivalent to that of the graph norm of $D$. The Riesz theorem yields $u$ with $(h+\lambda)[v,u]=\ell(v)$. Then $\phi=u+(z+\lambda)Gu$ solves \eqref{weak}, because its left side becomes
\[
\ell(v)-(z+\lambda)\langle v,u\rangle+(z+\lambda)\langle v,u\rangle=\ell(v).
\]
The solution is unique, since a homogeneous solution would be an eigenvector of $H_P$ at $z$. Rearranging \eqref{weak},
\[
\langle Dv,\eta\rangle=\langle v,f-(V_+-z)\phi\rangle\quad\text{for all }v\in\operatorname{dom}D .
\]
This says that $\eta\in\operatorname{dom}D^*$ and that the first equation holds as an operator equation. All steps are bounded in $f,g$, so $\|D\phi\|,\|\phi\|,\|\eta\|$ and $\|D^*\eta\|$ are bounded by a constant times $\|f\|+\|g\|$.

Setting $g=0$ gives $\phi=Gf$, $\eta=DGf/2m$. Setting $f=0$ gives $\phi=GD^*g/2m$ and $\eta=(D\phi-g)/2m$. Therefore
\begin{equation}
L(0,z)^{-1}=\begin{pmatrix}
G& GD^*/2m\\ DG/2m& DGD^*/4m^2-1/2m
\end{pmatrix},
\label{inverse}
\end{equation}
where products ending in $D^*$ denote their bounded extensions.

\section*{(c) In which variable is the resolvent analytic?}

Determine this for $R=(H(c)-mc^2-z)^{-1}$ and for $SRS^{-1}$. Find both limits and the leading error.

\subsection*{Solution}

Write $L_0=L(0,z)$ and $W=\operatorname{diag}(0,V_--z)$, so $L=L_0+\varepsilon W$. By part (b) and \eqref{bounds},
\[
\|V_-\eta\|\le a\|D^*\eta\|+b\|\eta\|\le C(\|f\|+\|g\|),
\]
so $WL_0^{-1}$ is bounded even when $V_-$ is not. From $L=(1+\varepsilon WL_0^{-1})L_0$,
\begin{equation}
L^{-1}=\sum_{n\ge0}(-\varepsilon)^nL_0^{-1}(WL_0^{-1})^n,
\qquad |\varepsilon|\,\|WL_0^{-1}\|<1 .
\label{series}
\end{equation}
Equation \eqref{factor} now gives
\begin{equation}
R=S^{-1}L^{-1}S^{-1}=
\begin{pmatrix}(L^{-1})_{11}&c^{-1}(L^{-1})_{12}\\
c^{-1}(L^{-1})_{21}&c^{-2}(L^{-1})_{22}\end{pmatrix}.
\end{equation}
Thus $R$ itself is analytic in $1/c$ near zero, without rescaling; its diagonal blocks are even and its off-diagonal blocks odd. It tends in norm to $\operatorname{diag}(G,0)$, and
\begin{equation}
\lim_{c\to\infty}c\,\|R-\operatorname{diag}(G,0)\|
=\frac{1}{2m}\max\big(\|GD^*\|,\|DG\|\big).
\label{rate}
\end{equation}
Rescaling removes the odd powers. With $M=S^{-2}=\operatorname{diag}(1,\varepsilon)$,
\begin{equation}
\mathcal R\equiv SRS^{-1}=L^{-1}M\;\longrightarrow\;
\begin{pmatrix}G&0\\DG/2m&0\end{pmatrix}.
\label{rescaled}
\end{equation}
This is analytic in $\varepsilon=1/c^2$. Its limit contains the Pauli resolvent and also the map that rebuilds the rescaled lower component.

\section*{(d) How many Dirac levels approach a Pauli level?}

Let $E_0$ be an isolated eigenvalue of $H_P$ with finite multiplicity $k$. Count the nearby eigenvalues of $H(c)-mc^2$.

\subsection*{Solution}

Let $\Gamma$ be a counterclockwise circle centred at $E_0$, with no other spectrum of $H_P$ on or inside it. Since $\Gamma$ is compact, \eqref{series} converges for all $z\in\Gamma$ in a common disk of $\varepsilon$. Define
\begin{equation}
P(\varepsilon)=-\frac1{2\pi i}\oint_\Gamma\mathcal R\,dz,
\qquad
P(0)=\begin{pmatrix}P_0&0\\DP_0/2m&0\end{pmatrix},
\end{equation}
where $P_0$ projects onto the Pauli eigenspace. Because $L(\varepsilon,z)-L(\varepsilon,z')=-(z-z')M$,
\[
\mathcal R(z)-\mathcal R(z')=(z-z')\mathcal R(z)\mathcal R(z').
\]
Take $z$ on $\Gamma$ and $z'$ on a slightly larger circle $\Gamma'$. Then
\[
P^2=\frac1{(2\pi i)^2}\oint_\Gamma\oint_{\Gamma'}
\frac{\mathcal R(z)-\mathcal R(z')}{z-z'}\,dz'\,dz
=\frac{-2\pi i}{(2\pi i)^2}\oint_\Gamma\mathcal R(z)\,dz=P ,
\]
since $\oint_{\Gamma'}dz'/(z-z')=-2\pi i$ and $\oint_\Gamma dz/(z-z')=0$. So $P(\varepsilon)$ is a projection, also at $\varepsilon=0$. Projections closer than $1$ in norm have equal rank, so continuity fixes the rank at $k$ throughout the disk.

For large real $c$, $P=S\Pi S^{-1}$, where $\Pi$ is the Dirac spectral projection inside $\Gamma$. Hence there are exactly $k$ Dirac eigenvalues there, counted with multiplicity. Shrinking $\Gamma$ shows that they tend to $E_0$.

\section*{(e) Are the separate levels analytic?}

Reduce the problem to a $k\times k$ matrix and decide whether fractional powers of $\varepsilon$ can occur.

\subsection*{Solution}

Let $\phi_j$ be orthonormal Pauli eigenvectors and $e_j=(\phi_j,0)$. At $\varepsilon=0$ the vectors $Pe_j=(\phi_j,D\phi_j/2m)$ are independent, so for small $\varepsilon$ the $Pe_j$ form a basis of the range of $P$. Let $T=-(2\pi i)^{-1}\oint z\mathcal R\,dz$; its eigenvalues on that range are the wanted energies. Write $Te_k=\sum_lPe_l\,t_{lk}$ and pair with $e_j$. Since $Me_k=e_k$, this gives $A=Nt$ with
\begin{equation}
\begin{pmatrix}N_{jk}\\A_{jk}\end{pmatrix}
=-\frac1{2\pi i}\oint_\Gamma\begin{pmatrix}1\\z\end{pmatrix}
\langle\phi_j,(L^{-1})_{11}\phi_k\rangle\,dz .
\label{NA}
\end{equation}
Both matrices are analytic and $N(0)=1$. For real $\varepsilon$, symmetry of the entries of $L$ gives $(L^{-1}(z))^*=L^{-1}(\bar z)$. Conjugation also reverses both the circle and the sign of $i$, so $N$ and $A$ are Hermitian. This holds for negative $\varepsilon$ too. The energies are the eigenvalues of the analytic Hermitian matrix
\begin{equation}
B=N^{-1/2}AN^{-1/2}=N^{1/2}\,t\,N^{-1/2}.
\end{equation}

The roots of $\det(B-E)=0$ have expansions in powers $\varepsilon^{q/p}$. Suppose that the first non-integer term is $\alpha\varepsilon^{q/p}$. For $\varepsilon>0$ all its determinations must be real, which forces $e^{2\pi iq/p}=-1$, so $q/p$ is half an odd integer. For $\varepsilon<0$ the term is then imaginary, while the eigenvalues are real. Thus $\alpha=0$. Every branch is analytic in $1/c^2$, even if $E_0$ is degenerate; this is Rellich's theorem.

\section*{(f) What is the first correction?}

Calculate the slopes of the branches at $\varepsilon=0$.

\subsection*{Solution}

By \eqref{inverse} and \eqref{series}, the derivative of $(L^{-1})_{11}$ at zero is $-GD^*(V_--z)DG/4m^2$. Define $K_{jk}=\langle D\phi_j,V_-D\phi_k\rangle/4m^2$ and $J_{jk}=\langle D\phi_j,D\phi_k\rangle/4m^2$. Since $G\phi_k=\phi_k/(E_0-z)$, \eqref{NA} gives
\begin{align}
N'(0)&=\frac1{2\pi i}\oint\frac{K-zJ}{(z-E_0)^2}\,dz=-J,\\
A'(0)&=\frac1{2\pi i}\oint\frac{zK-z^2J}{(z-E_0)^2}\,dz=K-2E_0J .
\end{align}
With $A(0)=E_0$, $B'(0)=A'(0)-E_0N'(0)=K-E_0J$. The slopes are therefore the eigenvalues of
\begin{equation}
B'(0)_{jk}=\frac{\langle D\phi_j,(V_--E_0)D\phi_k\rangle}{4m^2}.
\label{slope}
\end{equation}
The correction samples $V_--E_0$ with the density of the rescaled lower component, so its sign depends on where that component lives.

\section*{(g) A smooth well}

Take $m=1$, $D=d/dx$ and $V_\pm=-\operatorname{sech}^2x$, with the well width $a_0$ as unit of length, energies in $1/(ma_0^2)$ and speeds in $1/(ma_0)$. Find the first correction and assess the expansion.

\subsection*{Solution}

Since $(\operatorname{sech}x)''=\operatorname{sech}x-2\operatorname{sech}^3x$, the normalized state $\phi_0=\operatorname{sech}x/\sqrt2$ has $E_0=-\tfrac12$. Its rescaled lower component is $-\operatorname{sech}x\tanh x/2\sqrt2$. With $t=\tanh x$, \eqref{slope} gives
\begin{equation}
E_1=\frac18\int_{-1}^{1}t^2\left(t^2-\tfrac12\right)dt
=\frac18\left(\frac25-\frac13\right)=\frac1{120}.
\end{equation}
The density $\operatorname{sech}^2x\tanh^2x$ of the lower component vanishes at the bottom of the well and peaks at $t^2=\tfrac12$, exactly where $V=E_0$. The inner part $t^2<\tfrac12$, where $V<E_0$, contributes $-\sqrt2/240=-0.0059$; the flanks, where $V>E_0$, contribute $+0.0142$. The flanks outweigh the centre, so the level rises.

The numerical output refers to a periodic grid of length $36$. At $c=2$ the first-order energy is $-0.5+0.008333/4=-0.497917$, while diagonalization gives $-0.497876$. The difference, $4.06\times10^{-5}$, is accounted for by the next two terms:
\[
\frac{0.000632}{16}+\frac{0.0000695}{64}
=3.95\times10^{-5}+0.11\times10^{-5}.
\]
These coefficients were extracted from energies at complex $\varepsilon$, independently of the diagonalization at real $c$.

At $z=-0.3+0.2i$, \eqref{rate} predicts $1.2037$ for the limit of $c\|R-\operatorname{diag}(G,0)\|$; the computed values are $1.2149$, $1.2048$ and $1.2038$ at $c=10,100,1000$. The unscaled error is thus of order $1/c$, although the energy shift is of order $1/c^2$. The rescaled lower component approaches its limit with an error that falls by a factor $4.00$ from $c=10$ to $20$, as expected for a leading error proportional to $\varepsilon$.

On a circle of radius $0.25$ about $E_0$, the largest sampled $\|WL_0^{-1}\|$ is $0.663$. By \eqref{series} this gives $|\varepsilon|<1.51$, or $c>0.81$, as a numerical estimate of a sufficient disk on this grid. It is not the radius of convergence.

\section*{(h) A degenerate level}

On a ring of circumference $2\pi$ take $D=-i\,d/dx$, $V_+=0$ and $V_-=2v\cos2x$, with $m=1.5$ and $v=0.8$. How does the Pauli level of $e^{\pm ix}$ split?

\subsection*{Solution}

Here $E_0=1/2m=0.3333$ and $D\phi_\pm=\pm\phi_\pm$. The matrix element of $V_-$ between $\phi_+$ and $\phi_-$ is $v$, and the opposite signs give $\langle D\phi_+,V_-D\phi_-\rangle=-v$, so
\begin{equation}
B'(0)=\frac1{4m^2}\begin{pmatrix}-E_0&-v\\-v&-E_0\end{pmatrix},
\qquad \text{slopes }\frac{-E_0\mp v}{4m^2}.
\end{equation}
With $4m^2=9$ these are $-1.1333/9=-0.1259$ and $0.4667/9=0.0519$. At $c=2$ first order gives $0.3019$ and $0.3463$; diagonalization gives $0.3051$ and $0.3462$. The matrices \eqref{NA} reproduce the diagonalized pair within the tested tolerance of $10^{-9}$. They were also tested to be Hermitian, with $N$ positive, at $\varepsilon=-0.25$, the side of zero that excludes square roots in part (e).

\section*{(i) An unbounded potential and a finite radius}

On the half-line take $m=1$, $V_\pm=-g/r$ with $g>0$, and $D=d/dr-1/r$ with $\phi(0)=0$. Find in closed form the level that tends to the Pauli ground level, and the range of its expansion.

\subsection*{Solution}

For $\phi$ vanishing at the origin, integration by parts gives $\|D\phi\|=\|\phi'\|\ge\frac12\|\phi/r\|$. Similarly $D^*=-d/dr-1/r$ satisfies $\|D^*\chi\|^2=\|\chi'\|^2+2\|\chi/r\|^2$; the boundary term vanishes because the singular solution $1/r$ is not square-integrable. So \eqref{bounds} holds with $a=2g$. Moreover $D^*D=-d^2/dr^2$, and $\phi_0\propto re^{-gr}$ is the Pauli ground state, with $E_0=-g^2/2$.

Try $\phi=r^se^{-gr}$ and $\chi=-\beta\phi$. The $1/r$ terms of the lower and upper equations give
\[
c(1-s)=\beta g,\qquad c\beta(1+s)=g ,
\]
hence $s^2=1-g^2/c^2$. The constant terms of the upper equation give $E=-c\beta g=-c^2(1-s)$. Those of the lower one require $\beta(E+2c^2)=cg$, which holds because $\beta c^2(1+s)=cg$. Therefore
\begin{equation}
E=-c^2\Big(1-\sqrt{1-g^2/c^2}\Big)
=-\frac{g^2}{2}-\frac{g^4}{8c^2}-\frac{g^6}{16c^4}-\cdots .
\end{equation}
The second term agrees with \eqref{slope}: $D\phi_0=-g\phi_0$ and $\langle1/r\rangle=g$ give $\frac{g^2}{4}(-g^2+\frac{g^2}{2})=-\frac{g^4}{8}$. Here the rescaled lower component is proportional to $\phi_0$ itself, so the average of $V-E_0$ is minus the Pauli kinetic energy, $-g^2/2$, and the level falls. Since $E\to E_0$ and $E_0$ is simple, part (d) identifies this solution as the one Dirac level that continues the Pauli ground level.

For $g=2$ and $c=5$ the three terms sum to $-2-0.08-0.0064=-2.0864$, against $-2.0871$ from the closed form. The square root has a branch point at $\varepsilon=1/g^2$, so the series has radius of convergence $1/g^2$, which corresponds to $c>g$. This is a property of the formula. The state itself lies in $\operatorname{dom}D$ only if $\phi'\sim r^{s-1}$ is square-integrable at the origin, which requires $s>\tfrac12$, or $c>2g/\sqrt3$; the Kato--Rellich argument above guarantees self-adjointness on the stated domain for $c>2g$. Analyticity near $1/c=0$ is a local property: here the disk shrinks as the coupling $g$ grows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
WELL -sech^2 x, m = 1, model units
grid points 141, box length 36.0 a
Pauli ground level E0 = -0.50000000
next Pauli level on the grid = 0.004267
first coefficient E1 = 0.00833333 (exact integral 1/120)
resolvent point z = -0.3 + 0.2 i
S R S minus series to eps^0: c=10 4.280e-03, c=20 1.070e-03, power of 1/c 2.000
S R S minus series to eps^1: c=10 5.452e-06, c=20 3.408e-07, power of 1/c 4.000
S R S minus series to eps^2: c=10 3.963e-09, c=20 6.190e-11, power of 1/c 6.001
predicted limit of c*||R - diag(G,0)|| = 1.203661
  c = 10: c*||R - diag(G,0)|| = 1.214912
  c = 100: c*||R - diag(G,0)|| = 1.204764
  c = 1000: c*||R - diag(G,0)|| = 1.203771
complex-eps circle radius 0.5, samples 32
Taylor coefficients of eps^1..eps^4: 0.00833333, 0.00063228, 0.00006950, 0.00000903
c = 2: Dirac level -0.497876027, first order -0.497916667, |series-direct| 3.3e-15
c = 5: Dirac level -0.499665651, first order -0.499666667, |series-direct| 4.4e-15
c = 10: Dirac level -0.499916603, first order -0.499916667, |series-direct| 1.9e-14
c = 20: Dirac level -0.499979163, first order -0.499979167, |series-direct| 1.3e-13
||c*chi - D phi0/2m||: c=10 2.455e-04, c=20 6.130e-05, ratio 4.004
energy contour radius 0.25, sampled max||W L0^-1|| 0.66302
sufficient disk |eps| < 1.50825, i.e. c > 0.81426
largest deviation of projection trace from 1: 3.9e-07
RING, hbar = 1, circumference 2 pi, Vp = 0, Vm = 2 v cos 2x
m = 1.5, v = 0.8, degenerate Pauli level = 0.33333333
coefficients of 1/c^2: -0.12592593, 0.05185185
c = 2, direct: 0.305084089, 0.346224161
c = 2, from N and A: 0.305084089, 0.346224161
slope error: c=10 5.829e-04, c=20 1.463e-04
COULOMB -g/r, hbar = m = 1, lowest kappa = -1 state
g = 2.0, Pauli level = -2.000000
coefficient of 1/c^2 by quadrature = -2.00000000
coefficient of 1/c^4 from closed form = -4.000000
closed-form level at c = 5: -2.08712153
Pauli identity (sigma.pi)^2 = pi^2 - q sigma.B: difference [0, 0]
\end{verbatim}
